# The classical skin depth of copper at 10 GHz: a program that tests the result

```python
"""Classical skin depth of copper at microwave frequency.

Result under test: a thick flat metal of resistivity rho (ohm m), driven at
frequency f (Hz), has field amplitude 1/e at the depth
    delta = sqrt(rho / (pi f mu_0)),
with a phase lag of 1 radian there and surface resistance rho / delta.
Time factor exp(+i omega t), omega = 2 pi f; z is the depth in the metal,
E the tangential electric field and H the tangential magnetic field.
The reference solution discretizes Maxwell's equations with Ohm's law and
does not use the formula for delta.
"""
import numpy as np
from scipy.constants import mu_0, epsilon_0, hbar, m_e, e, pi
from scipy.linalg import solve_banded


def skin_depth(rho, f):
    return np.sqrt(rho / (pi * f * mu_0))


def solve_maxwell(rho, f, thickness=40e-6, cells=40000):
    """Return 1/e depth, phase lag there, and surface resistance.

    Unknowns alternate: H at cell centres, E at interior cell edges.
    E is 1 V/m at the surface and 0 at the far side of the thick slab.
    Faraday: dE/dz + i omega mu_0 H = 0.  Ampere: dH/dz + E/rho = 0.
    """
    h = thickness / cells
    size = 2 * cells - 1
    bands = np.zeros((3, size), dtype=complex)
    bands[0, 1:] = 1.0
    bands[1, 0::2] = 1j * 2 * pi * f * mu_0 * h
    bands[1, 1::2] = h / rho
    bands[2, :-1] = -1.0
    source = np.zeros(size, dtype=complex)
    source[0] = 1.0
    fields = solve_banded((1, 1), bands, source)
    electric = np.concatenate(([1.0], fields[1::2], [0.0]))
    z = np.linspace(0.0, thickness, cells + 1)

    log_decay = -np.log(np.abs(electric[:-1]))
    depth = np.interp(1.0, log_decay, z[:-1])
    near = z < 3 * depth
    phase = np.unwrap(np.angle(electric[near]))
    lag = -np.interp(depth, z[near], phase)

    current_density = electric / rho
    current = np.trapezoid(current_density, z) if hasattr(
        np, "trapezoid") else np.trapz(current_density, z)
    heat_density = 0.5 * rho * np.abs(current_density) ** 2
    heat = np.trapezoid(heat_density, z) if hasattr(
        np, "trapezoid") else np.trapz(heat_density, z)
    return depth, lag, 2 * heat / abs(current) ** 2


rho = 1.68e-8
f = 10e9
omega = 2 * pi * f
delta = skin_depth(rho, f)

# Formulas against the discretized Maxwell equations at two frequencies.
# Grid errors are of order (cell / delta)^2, about 2e-6 or less.
numerical = {}
for frequency in (1e9, f):
    numerical[frequency] = solve_maxwell(rho, frequency)
    depth, lag, resistance = numerical[frequency]
    formula_depth = skin_depth(rho, frequency)
    assert abs(depth / formula_depth - 1) < 1e-5
    assert abs(lag - 1) < 1e-5
    assert abs(resistance * formula_depth / rho - 1) < 1e-5
depth, lag, resistance = numerical[f]
assert abs(depth - 0.65e-6) < 0.005e-6
depth_ratio = numerical[1e9][0] / depth
assert abs(depth_ratio / np.sqrt(10) - 1) < 1e-5

# Displacement current kept in the full propagation constant.
eta = omega * epsilon_0 * rho
gamma_full = np.sqrt(1j * omega * mu_0 / rho - omega**2 * mu_0 * epsilon_0)
change_displacement = 1 / (gamma_full.real * delta) - 1
assert abs(change_displacement / (eta / 2) - 1) < 1e-4

# Free-electron estimate of relaxation time and mean free path.
density = 8.5e28
tau = m_e / (density * e**2 * rho)
fermi_speed = hbar * (3 * pi**2 * density) ** (1 / 3) / m_e
free_path = fermi_speed * tau
gamma_drude = np.sqrt(1j * omega * mu_0 / (rho * (1 + 1j * omega * tau)))
change_relaxation = 1 / (gamma_drude.real * delta) - 1
# The next order changes this ratio by about omega tau, roughly 0.2 percent.
assert abs(change_relaxation / (-omega * tau / 2) - 1) < 0.01
assert free_path < 0.1 * delta

print(f"resistivity: {rho:.3e} ohm m")
print(f"frequency: {f:.3e} Hz")
print(f"angular frequency: {omega:.4e} rad/s")
print(f"magnetic constant mu_0: {mu_0:.5e} H/m")
print(f"pi f mu_0: {pi * f * mu_0:.5e} ohm/m")
print(f"delta squared: {delta**2:.4e} m^2")
print(f"skin depth, formula: {delta:.4e} m")
print(f"skin depth, formula: {delta * 1e6:.4f} micrometre")
print(f"1/e depth, Maxwell solution: {depth * 1e6:.4f} micrometre")
print(f"phase lag at that depth, Maxwell solution: {lag:.5f} rad")
print(f"skin depth at 1 GHz: {skin_depth(rho, 1e9) * 1e6:.4f} micrometre")
print(f"depth ratio 1 GHz to 10 GHz, Maxwell: {depth_ratio:.4f}")
print(f"surface resistance rho/delta: {rho / delta:.5f} ohm")
print(f"surface resistance, Maxwell solution: {resistance:.5f} ohm")
print(f"displacement/conduction current: {eta:.3e}")
print(f"relative depth change, displacement: {change_displacement:.3e}")
print(f"rough electron density, input: {density:.2e} m^-3")
print(f"relaxation time, estimate: {tau:.2e} s")
print(f"Fermi speed, estimate: {fermi_speed:.2e} m/s")
print(f"mean free path, estimate: {free_path * 1e6:.3f} micrometre")
print(f"mean free path / skin depth: {free_path / delta:.3f}")
print(f"omega tau: {omega * tau:.2e}")
print(f"relative depth change, relaxation: {change_relaxation:.2e}")
print("tests ok")
```

Running it gives:

```
resistivity: 1.680e-08 ohm m
frequency: 1.000e+10 Hz
angular frequency: 6.2832e+10 rad/s
magnetic constant mu_0: 1.25664e-06 H/m
pi f mu_0: 3.94784e+04 ohm/m
delta squared: 4.2555e-13 m^2
skin depth, formula: 6.5234e-07 m
skin depth, formula: 0.6523 micrometre
1/e depth, Maxwell solution: 0.6523 micrometre
phase lag at that depth, Maxwell solution: 1.00000 rad
skin depth at 1 GHz: 2.0629 micrometre
depth ratio 1 GHz to 10 GHz, Maxwell: 3.1623
surface resistance rho/delta: 0.02575 ohm
surface resistance, Maxwell solution: 0.02575 ohm
displacement/conduction current: 9.346e-09
relative depth change, displacement: 4.673e-09
rough electron density, input: 8.50e+28 m^-3
relaxation time, estimate: 2.49e-14 s
Fermi speed, estimate: 1.57e+06 m/s
mean free path, estimate: 0.039 micrometre
mean free path / skin depth: 0.060
omega tau: 1.56e-03
relative depth change, relaxation: -7.79e-04
tests ok
```
